# Screening length of a Yukawa impurity from the Friedel sum rule

## The form the answer must have

Put a charge \(Z\) (donor \(+1\), acceptor \(-1\)) into a degenerate, isotropic, parabolic electron gas with Fermi wave number \(k\). Its screened potential energy is modelled by a Yukawa form of range \(\lambda\). The natural length is \(a^*=a_0\varepsilon/m^*\), with \(m^*\) in units of the free mass, and the natural energy is \(\mathrm{Ha}^*=\mathrm{Ha}\,m^*/\varepsilon^2\).

For a weak impurity, let \(F\) be the number of electrons drawn in. To first order it is a sum of contributions from all volume elements. The gas is uniform, so every element responds alike, and \(F\) can depend on the potential only through its volume integral. In the Schrödinger equation the potential enters as \(2m^*V/\hbar^2\), of strength \(Z/(a^*r)\), whose integral is proportional to \(Z\lambda^2/a^*\). This is a length. The one remaining quantity that can make it dimensionless is \(k\), so

\[
F=C\,\frac{k\lambda^2}{a^*}\,Z .
\]

Neutrality demands \(F=Z\), hence \(\lambda^2=a^*/(Ck)\), independent of \(Z\). We shall find \(C=4/\pi\), which gives the Thomas-Fermi length. For finite \(Z\), dimensions allow \(\lambda/\lambda_{TF}\) to be any function of \(ka^*\) and \(Z\) that tends to 1 as \(Z\to0\). The Friedel sum rule determines it within the Yukawa model.

From here on \(a^*=\mathrm{Ha}^*=\hbar=1\), and

\[
H=-\tfrac12\nabla^2+V,\qquad V(r)=-\frac{Z}{r}e^{-r/\lambda}.
\]

## Counting the displaced electrons

Enclose the impurity in a large sphere of radius \(R\). Outside the potential, the radial function is \(u_l\propto\sin(kr-l\pi/2+\delta_l)\). The condition \(u_l(R)=0\) gives

\[
k_\nu R-\frac{l\pi}{2}+\delta_l(k_\nu)=\nu\pi .
\]

Averaged over the discrete steps, the number of levels below \(k\) is \((kR-l\pi/2+\delta_l)/\pi\) plus a constant that is the same without the impurity. The impurity therefore adds \(\delta_l/\pi\) levels. Here \(\delta_l\) is followed continuously from zero as the potential is switched on. It is not reduced modulo \(\pi\), so levels that sink into bound states stay in the count. With two spins and \(2l+1\) orientations,

\[
F(\lambda)=\frac2\pi\sum_l(2l+1)\,\delta_l(k)=Z .
\]

The last equality is the Friedel rule: far away the gas is undisturbed, with the same \(k\), so the displaced electrons must cancel the impurity charge.

## Two terms that can be handled by hand

Let \(G_0\) and \(G\) be the outgoing Green functions without and with \(V\). Since \(G-G_0=G_0V(1-G_0V)^{-1}G_0\) and \(dG_0/dE=-G_0^2\), cyclic rearrangement gives

\[
\frac{d}{dE}\ln\det(1-G_0V)=\mathrm{Tr}(G-G_0).
\]

The change in the density of states per spin is \(-\mathrm{Im}\,\mathrm{Tr}(G-G_0)/\pi\). Integrating it over energy and equating the result to \(\sum_l(2l+1)\delta_l/\pi\) yields

\[
\sum_l(2l+1)\delta_l=-\mathrm{Im}\,\mathrm{Tr}\ln(1-G_0V)
=\mathrm{Im}\,\mathrm{Tr}\left[G_0V+\tfrac12(G_0V)^2+\dots\right].
\]

With \(s\) the distance between two points, \(G_0=-e^{iks}/(2\pi s)\), so \(\mathrm{Im}\,G_0\to-k/2\pi\) as \(s\to0\). Because \(\int V\,d^3r=-4\pi Z\int_0^\infty re^{-r/\lambda}dr=-4\pi Z\lambda^2\), the first term is \(2kZ\lambda^2\). Thus \(F=4kZ\lambda^2/\pi\), and \(F=Z\) gives

\[
\lambda_{TF}=\sqrt{\frac{\pi}{4k}} .
\]

The second term needs the overlap of \(V\) with itself shifted by \(s\). The transform of \(V\) is \(-4\pi Z/(q^2+\kappa^2)\), with \(\kappa=1/\lambda\). Differentiating the pair \(e^{-\kappa s}/(4\pi s)\leftrightarrow1/(q^2+\kappa^2)\) with respect to \(\kappa\) gives \(e^{-\kappa s}/(8\pi\kappa)\leftrightarrow1/(q^2+\kappa^2)^2\). Multiplication by \(16\pi^2Z^2\) makes the overlap \(2\pi\lambda Z^2e^{-s/\lambda}\). Hence the second term is

\[
\frac12\int_0^\infty4\pi s^2\,2\pi\lambda Z^2e^{-s/\lambda}\frac{\sin2ks}{4\pi^2s^2}\,ds
=\lambda Z^2\frac{2k}{\kappa^2+4k^2}
=\frac{2kZ^2\lambda^3}{1+b},
\]

where \(b=4k^2\lambda^2\). For \(Z=0.2\), \(k=3.152\) and \(\lambda=\lambda_{TF}\), the part of the numerical phase sum even in \(Z\) is 0.002875 rad; this formula gives 0.002877 rad.

Through second order,

\[
\frac FZ=\frac{\lambda^2}{\lambda_{TF}^2}\left[1+\frac{Z\lambda}{1+b}\right].
\]

In the first-order model, \(F/Z=\lambda^2/\lambda_{TF}^2\), so the update

\[
\lambda_{\rm new}^2=\lambda^2\,\frac{Z}{F(\lambda)}
\]

lands on the root in one step from any start. With the second term it becomes a short iteration. Take a donor and \(k=3.152\), for which \(\lambda_{TF}=0.4992\). At this length \(b=\pi k=9.902\), so

\[
F=1+\frac{0.4992}{10.902}=1.0458,\qquad
\lambda_1=\frac{0.4992}{\sqrt{1.0458}}=0.4881 .
\]

Now \(b=9.902/1.0458=9.469\), and

\[
F=\frac1{1.0458}\left[1+\frac{0.4881}{10.469}\right]=1.0008,\qquad
\lambda_2=0.4879 .
\]

The solution with full phase shifts is 0.4878.

To leading order, insert \(\lambda_{TF}\) in the bracket and expand the square root:

\[
\frac{\lambda}{\lambda_{TF}}-1\simeq-\frac{Z\lambda_{TF}}{2(1+\pi k)} .
\]

The second-order charge has the same sign for donors and acceptors. A donor attracts more electrons than linear response predicts and needs a shorter range; an acceptor expels fewer and needs a longer one. The third-order charge is proportional to \(Z^3\), so after division by \(Z\) it shifts both lengths alike. Half the donor-acceptor difference therefore isolates the term linear in \(Z\), apart from corrections of order \(Z^3\).

## The general phase shifts

Let \(x=kr\), \(\hat j=xj_l(x)\) and \(\hat n=xy_l(x)\). Write the radial function and its derivative as

\[
u=Ag,\quad u'=Ak\,g_x,\quad
g=\cos\delta\,\hat j-\sin\delta\,\hat n,
\]

where \(A\) and \(\delta\) depend on \(r\), and the subscript \(x\) differentiates only the Bessel functions. Define \(h=\sin\delta\,\hat j+\cos\delta\,\hat n\). Consistency of the two expressions requires \(A'g=A\delta'h\). The radial equation \(u''=[l(l+1)/r^2+2V-k^2]u\) requires

\[
k(A'g_x-A\delta'h_x)=2VAg .
\]

Eliminating \(A'\) gives \(k\delta'(hg_x-gh_x)=2Vg^2\). Expansion of the parenthesis leaves \(-(\hat j\hat n_x-\hat n\hat j_x)=-1\), as the case \(\hat j=\sin x\), \(\hat n=-\cos x\) confirms. Thus \(\delta'=-2Vg^2/k\), or

\[
\frac{d\delta_l}{dx}=\frac{2Z}{kx}e^{-x/(k\lambda)}
\left(\cos\delta_l\,\hat j-\sin\delta_l\,\hat n\right)^2,
\qquad \delta_l(0)=0 .
\]

The value at large \(x\) is the absolute phase. For \(\lambda=1.5\), which supports an s bound state, the second s level in a sphere of radius 40 gives 2.8725 rad, and so does this equation.

Setting \(\delta_l=0\) on the right gives the Born phase \(\delta_l^B\). The Born phases sum to \(2kZ\lambda^2\), because averaging \(|e^{i\mathbf k\cdot\mathbf r}|^2=1\) over angles gives \(\sum_l(2l+1)j_l^2=1\). It is therefore efficient to compute

\[
F=\frac2\pi\left[2kZ\lambda^2+\sum_l(2l+1)(\delta_l-\delta_l^B)\right].
\]

At the donor solution, the phases for \(l=0\) to 5 are 0.40833, 0.14125, 0.05869, 0.02633, 0.01230 and 0.00589 rad. The Born values are 0.37235, 0.13384, 0.05703, 0.02593, 0.01220 and 0.00587 rad. The weighted differences add to 0.0704, while \(2k\lambda^2=1.5002\). The sum, 1.5706, agrees with the required \(\pi/2=1.5708\) with six waves. Adding the six full phases directly, with their weights \(2l+1\), gives only 1.485.

## Why there is one root, and how to reach it

Compare solutions \(u_1,u_2\) for potentials \(V_1,V_2\), both with unit amplitude far away. Their equations give

\[
(u_1u_2'-u_2u_1')'=2(V_2-V_1)u_1u_2 .
\]

The bracket vanishes at the origin and equals \(k\sin(\delta_1-\delta_2)\) far away. For a small change of \(\lambda\), with \(\partial V/\partial\lambda=-Ze^{-r/\lambda}/\lambda^2\), this becomes

\[
\frac{d\delta_l}{d\lambda}=\frac{2Z}{k\lambda^2}\int_0^\infty e^{-r/\lambda}u_l^2\,dr .
\]

The derivative has the sign of \(Z\), so \(F/Z\) increases strictly. It tends to zero as \(\lambda\to0\). For large \(\lambda\), most of the volume has \(|V|\sim1/\lambda\), far below the Fermi energy; the response there is linear and \(F/Z\) grows as \(4k\lambda^2/\pi\). There is thus one root for each \(k>0\) and \(Z\ne0\).

The method is as follows.

1. Start at \(\lambda=\lambda_{TF}\), with bracket ends \(0\) and \(\infty\).
2. Integrate the phases and form \(F\).
3. If \(F/Z<1\), make \(\lambda\) the lower end; otherwise make it the upper end.
4. Propose \(\lambda\sqrt{Z/F}\). If it lies outside the bracket, take the geometric mean of the ends instead.
5. Repeat until \(F/Z\) is close enough to 1.

Without the bracket, the map is \(\ln\lambda_{\rm new}=\ln\lambda-\frac12\ln(F/Z)\). Near the root it multiplies the error in \(\ln\lambda\) by

\[
g_c=1-\frac{d\ln F}{d\ln\lambda^2},
\]

and converges locally when \(|g_c|<1\). In the example \(g_c=0.0204\), both from successive iterates and from the slope of \(F\): each step reduces the error about fiftyfold.

Low density is different. At \(k=0.06\), \(\lambda_{TF}=3.62\) but the donor root is 0.843. The logarithmic slope is 4.65, so \(g_c=-3.65\) and the plain map is repelled. The factor \(1/k\) in \(d\delta_l/d\lambda\) shows the cause: near the threshold for an s bound state, \(u_0\) remains of order one inside the potential, and the phase rises steeply with \(\lambda\). The bracketed iteration reaches \(|F/Z-1|<10^{-10}\) after 43 evaluations. The bracket does not ensure speed, however. Where the slope is close to 2, \(g_c\) is close to \(-1\), and the proposals can stay inside the bracket while the error shrinks slowly. At \(k=0.14\) the slope is 1.94, and about 270 evaluations are needed to bring \(F/Z\) within \(10^{-8}\) of 1. Taking the geometric mean at every third step, once both ends are finite and nonzero, reduces this to about 20. These cases test the algorithm, not a metal: the Fermi energy \(k^2/2\) is far below the typical interaction energy, which is of order \(k\).

## A donor in heavily doped GaAs

Take the rough parameters \(m^*=0.067\), \(\varepsilon=12.9\) and \(n=10^{18}\ \mathrm{cm^{-3}}\), without compensation. Then \(a^*=10.19\) nm and \(\mathrm{Ha}^*=10.96\) meV. From \(k=(3\pi^2n)^{1/3}\) one obtains \(k=3.152/a^*\) and a Fermi energy of 54.4 meV.

At \(\lambda_{TF}=5.086\) nm, the full phases give \(F=1.0461\). The first update is \(5.086/\sqrt{1.0461}=4.973\) nm, and the iteration settles at 4.970 nm. The donor length is 2.3% below Thomas-Fermi; the acceptor length, 5.200 nm, is 2.2% above it.

As an independent count, the levels of a sphere of radius \(12a^*\) were found by diagonalization with and without the donor, for \(l=0\) to 24. Filling them with a Fermi edge smoothed over \(0.2/a^*\) gives 1.0005 displaced electrons. The smoothing averages \(F\) over \(k\), so a small deviation from 1 is expected.

Density changes the correction as follows:

- At \(2\times10^{17}\ \mathrm{cm^{-3}}\), half the donor-acceptor difference is \(-4.68\%\) of \(\lambda_{TF}\); the formula gives \(-4.81\%\).
- At \(10^{18}\ \mathrm{cm^{-3}}\), the values are \(-2.26\%\) and \(-2.29\%\).
- At \(10^{19}\ \mathrm{cm^{-3}}\), they are \(-0.759\%\) and \(-0.761\%\).

## What this does to the mobility

The transport cross-section weights scattering by \(1-\cos\theta\). Insert \(f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l\). The term with \(\cos\theta\) couples only neighbouring \(l\), through \(\int_{-1}^1cP_lP_{l+1}dc=2(l+1)/[(2l+1)(2l+3)]\). Writing \(s_l=\sin\delta_l\) and using \(\sum_l(2l+1)s_l^2=\sum_l(l+1)(s_l^2+s_{l+1}^2)\),

\[
\begin{aligned}
\sigma_{tr}&=\frac{4\pi}{k^2}\sum_l(l+1)
[s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})]\\
&=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{aligned}
\]

In Born approximation \(|f|=2|Z|/(q^2+\kappa^2)\), with \(q^2=2k^2(1-\cos\theta)\). Integration over \(t=q^2\) gives

\[
\sigma_{tr}^B=\frac{2\pi Z^2}{k^4}\int_0^{4k^2}\frac{t\,dt}{(t+\kappa^2)^2}
=\frac{2\pi Z^2}{k^4}\left[\ln(1+b)-\frac b{1+b}\right].
\]

For independent donors, the mean free path is \(1/(n\sigma_{tr})\). The Friedel solution has \(\sigma_{tr}=11.48\ \mathrm{nm^2}\), hence a path of \(1/(10^{-3}\times11.48)=87\) nm. Division by the Fermi velocity gives \(\tau=163\) fs, and \(\mu=e\tau/m^*\) is about 4280 \(\mathrm{cm^2/Vs}\).

Born scattering with \(\lambda_{TF}\) gives 5020 \(\mathrm{cm^2/Vs}\). Full phases at the same length give 4180, a fall of 17%. Changing to the Friedel length then raises the mobility by 2.3%. For this example, replacing Born scattering matters more than correcting the length. Acceptors, each with their own Friedel length, have \(\sigma_{tr}=7.92\ \mathrm{nm^2}\), although the Born formula cannot distinguish the signs at equal \(\lambda\).

## How far the model can be trusted

The sum rule fixes the total screening charge, not its distribution; the Yukawa shape remains an assumption. Lindhard screening, compared with Thomas-Fermi screening in Born approximation, raises the transport cross-section by 5.8%. Exchange adds \(-k/\pi\) to the chemical potential, so \(d\mu/dk=k-1/\pi\). The linear screening length is multiplied by \(\sqrt{1-1/(\pi k)}\), a change of \(-5.2\%\). This is larger than the Friedel shift, and correlation is still omitted. The result is therefore a consistent length for this model, not a screening length accurate to 2%.

At 77 K, \(k_BT/E_F=0.12\), and thermal smearing lengthens linear screening by 0.7%. At 300 K the change is 12%. A golden-rule estimate with unscreened polar optical phonons, taking the decay rate of a small excess occupation at the Fermi level, with Pauli blocking but without feeding from excesses at other energies, gives 1.6% of the impurity rate at 77 K but 93% at 300 K if the chemical potential is held at its zero-temperature value. At 300 K it actually falls to 0.77 of that value, and the ratio, with both rates evaluated at that energy and the zero-temperature screening length kept, is 63%; with the length increased by 12% it is 56%. These ratios set a total phonon rate against a momentum-relaxation rate. Polar scattering favours small angles, and weighting each event by \(1-(k'/k)\cos\theta\), with \(k'\) the final wave number, roughly halves them (45% in place of 93%, 30% in place of 63%). The plasmon energy, about 44 meV, is also close to the 36 meV phonon, so unscreened phonons give only a rough size. The calculated mobility is thus a low-temperature value; at 300 K phonon scattering would lower it substantially. A first-order two-band estimate of nonparabolicity, taken at the parabolic Fermi energy, also raises the mass by 6.3%; the full two-band form at the same density gives 6.1%. Repeating the Friedel calculation with the mass simply raised by this amount lowers the mobility from 4280 to about 3890 \(\mathrm{cm^2/Vs}\), a 9% change, larger than the effect of the Friedel length.

Real GaAs layers at this doping have mobilities of a few thousand \(\mathrm{cm^2/Vs}\), as a rough size, so the model has the right scale. They also contain acceptors. With \(n\) held at \(10^{18}\ \mathrm{cm^{-3}}\) and one acceptor per five donors, there are \(1.25\times10^{18}\) donors and \(0.25\times10^{18}\) acceptors per \(\mathrm{cm^3}\). The scattering rate grows by \((1.25\times11.48+0.25\times7.92)/11.48=1.42\), and the mobility falls to about 3000 \(\mathrm{cm^2/Vs}\). This still treats impurities as independent. In the uncompensated case the product of \(k\) and the mean free path is 27, which favours semiclassical transport, but the radius of the volume per donor is 6.2 nm, close to the 5.0 nm screening length. Neighbouring potentials overlap, and the size of that error is not determined here. The numerical output below gives the remaining digits.

## Computed values

```
effective mass 0.067 m_e, static eps 12.9, high-frequency eps 10.9
gap 1.5 eV, LO phonon 36 meV (rough inputs)
electron density = donor density: 1.0e+18 cm^-3
effective Bohr radius a*: 10.189 nm
effective Hartree Ha*: 10.956 meV
Fermi wave number: 3.1520 1/a*
Fermi energy: 54.42 meV
iterate 0: length 5.0858802 nm, F - 1 = 4.61e-02
iterate 1: length 4.9726085 nm, F - 1 = 9.13e-04
iterate 2: length 4.9703399 nm, F - 1 = 1.86e-05
iterate 3: length 4.9702936 nm, F - 1 = 3.80e-07
iterate 4: length 4.9702926 nm, F - 1 = 7.75e-09
iterate 5: length 4.9702926 nm, F - 1 = 1.58e-10
iterate 6: length 4.9702926 nm, F - 1 = 3.23e-12
Thomas-Fermi length: 0.49917 a* = 5.0859 nm
Friedel length, donor: 0.48783 a* = 4.9703 nm
Friedel length, acceptor: 5.2002 nm
contraction factor: iterates 0.02040, slope 0.02040
donor phases l=0..5 (rad): 0.40833 0.14125 0.05869 0.02633 0.01230 0.00589
Born phases l=0..5 (rad): 0.37235 0.13384 0.05703 0.02593 0.01220 0.00587
s phase near Fermi level: sphere 0.4104917, ODE 0.4104917 rad
s phase with bound state: sphere 2.87251, ODE 2.87251 rad
displaced electrons counted in sphere: 1.00050
second-order phase sum, Z=0.2: numeric 0.002875, formula 0.002877 rad
n=2e+17 cm^-3: k=1.843/a*, TF 6.651 nm, donor/TF 0.9515, acceptor/TF 1.0451
  half difference -0.04677, formula -0.04806
n=1e+18 cm^-3: k=3.152/a*, TF 5.086 nm, donor/TF 0.9773, acceptor/TF 1.0225
  half difference -0.02260, formula -0.02289
n=1e+19 cm^-3: k=6.791/a*, TF 3.465 nm, donor/TF 0.9925, acceptor/TF 1.0076
  half difference -0.00759, formula -0.00761
stress case k=0.06/a*: TF 3.6180 a*, Friedel 0.8429 a*
  slope dlnF/dln(length^2) 4.648, evaluations 43
transport cross-section, donor: 11.4837 nm^2
transport cross-section, acceptor: 7.9152 nm^2
relaxation time: 162.90 fs
mobility, Born + TF length: 5019 cm2/Vs
mobility, phases + TF length: 4181 cm2/Vs
mobility, phases + Friedel length: 4276 cm2/Vs
T=77 K: kT/E_F 0.122, linear screening length change +0.66 %
  LO-phonon rate / impurity rate: 0.0155
T=300 K: kT/E_F 0.475, linear screening length change +12.14 %
  LO-phonon rate / impurity rate: 0.9339
exchange changes linear screening length by -5.18 %
Lindhard/TF Born transport cross-section: 1.0582
mass rise at Fermi level from nonparabolicity: 6.32 %
impurity sphere radius: 6.204 nm
Fermi wave number times mean free path: 26.94
```
